# Why d-band spin-orbit coupling grows toward the top in Pd and Pt

Consider the five d orbitals of one atom, all with the same radial wave, in a spherical potential. A spin-orbit term linear in the electron spin $\mathbf S$ must be a rotational scalar, so $\mathbf S$ has to be contracted with a vector operator acting on the orbitals. Within a space of fixed $l$, every vector operator has matrix elements proportional to those of $\mathbf L$. The coupling therefore has the form

$$H_{\rm so}=\xi\,\mathbf L\cdot\mathbf S .$$

The operators are dimensionless in atomic units, so $\xi$ is an energy. Symmetry leaves one number free, and only the radial wave can make it vary through the band:

$$\xi(E)=\int_0^S \xi(r)\,u^2(r,E)\,dr,\qquad \int_0^S u^2\,dr=1,\qquad u=rR. \tag{1}$$

Here $S$ is the radius of the atomic sphere. The function $\xi(r)$ is fixed by the potential and is the same at both band edges. It acts near the nucleus, whereas bonding and antibonding waves differ in shape mainly in the outer part of the sphere. The normalization integral connects the two regions.

## The model and its coupling

The model is one neutral atomic sphere with a self-consistent spherical potential $V(r)$ and a point nucleus. Exchange and correlation are treated in the local-density approximation, with Slater exchange and VWN correlation. The electrostatic potential is zero at $S$.

The algebra uses Hartree atomic units, with $c$ the speed of light. For upper and lower components $\phi$ and $\chi$, and energy measured from the rest energy, the Dirac equation reads

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=(E-V)\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(2c^2+E-V)\chi .$$

For valence states $|E|\ll 2c^2-V$. Dropping $E$ in the second bracket and eliminating $\chi$ gives the ZORA equation

$$\big[\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p+V\big]\phi=E\phi,\qquad K=\frac{c^2}{2c^2-V}.$$

This $K$ depends on the chosen zero of $V$, which is why that zero was stated. To separate the spin, use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. In the antisymmetric part, $p_iKp_j=Kp_ip_j-i(\partial_iK)p_j$, and the symmetric product $p_ip_j$ drops out. Since $i(-i)=1$,

$$\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot K\mathbf p+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p).$$

For a spherical potential $\nabla K=K'\mathbf r/r$, so the last term is $(K'/r)\boldsymbol\sigma\cdot\mathbf L=(2K'/r)\mathbf L\cdot\mathbf S$. Differentiating $K$ gives $K'=c^2V'/(2c^2-V)^2=K^2V'/c^2$, and hence

$$\xi(r)=\frac{2K^2}{c^2r}\frac{dV}{dr}. \tag{2}$$

When $|V|\ll2c^2$, $K\to1/2$ and this becomes the familiar $V'/(2c^2r)$.

For $l=2$, $\mathbf L\cdot\mathbf S=[j(j+1)-6-3/4]/2$, which is $1$ for $j=5/2$ and $-3/2$ for $j=3/2$. At a fixed boundary condition the first-order splitting is therefore $5\xi/2$.

## From bonding to antibonding

The spin-independent part gives the radial equation

$$(r^2KR')'=\big[l(l+1)K+r^2(V-E)\big]R. \tag{3}$$

The neighbours enter through the boundary value $D=S\,R'(S)/R(S)$. A bonding combination is even across the midplane between two atoms, so its slope vanishes there. An antibonding combination is odd, so its value vanishes. Transferred to the sphere surface, these conditions are the Wigner-Seitz rule: $D=0$ at the band bottom and $R(S)=0$, or $D\to-\infty$, at the top. The conventional centre is $D=-l-1=-3$, the logarithmic derivative of a tail $r^{-l-1}$. Hybridization and crystal structure are left out.

To follow the wave between these edges, let $f(r,E)$ be the regular solution of (3), started identically at the nucleus for every energy. A dot denotes $\partial/\partial E$. Since $K$ does not depend on $E$, differentiating (3) gives

$$(r^2K\dot f')'=\big[l(l+1)K+r^2(V-E)\big]\dot f-r^2f .$$

Multiply the equation for $f$ by $\dot f$ and this one by $f$, then subtract. The bracketed terms cancel:

$$\dot f(r^2Kf')'-f(r^2K\dot f')'=r^2f^2 .$$

The left side is the derivative of $r^2K(f'\dot f-f\dot f')$, because the two products $r^2Kf'\dot f'$ cancel. This quantity vanishes at the nucleus, so

$$r^2K(f'\dot f-f\dot f')=Q(r),\qquad Q(r)=\int_0^r x^2f^2(x)\,dx. \tag{4}$$

Dividing by $-r^2Kf^2$ gives two statements at once:

$$\frac{\partial}{\partial E}\frac{f'}{f}=\frac{\partial}{\partial r}\frac{\dot f}{f}=-\frac{Q}{Kr^2f^2}<0. \tag{5}$$

The first form, taken at $S$ and multiplied by $S$, becomes for the normalized wave

$$\frac{dD}{dE}=-\frac{S}{K(S)\,u^2(S)} . \tag{6}$$

Rising energy thus lowers $D$ from $0$ toward $-\infty$, carrying the wave from bonding to antibonding. At the Pd band centre, numerical outward integration gives a slope of $-1.8607$ per eV, and (6) gives $-1.8605$ per eV.

The second form of (5) says that, within a lobe, the outer part of the wave shrinks relative to the inner part as energy rises. The extra kinetic energy bends the wave toward the axis sooner.

This does not by itself fix the sign of the change in the whole norm. At a node, (4) gives $\dot f f'>0$. Just beyond it $f$ and $f'$ have the same sign, so $\dot f/f$ is positive there and turns negative only farther out, if at all. Whether the shrinking part wins is a property of the potential and the energy window, and it has to be computed.

## How the tail controls the nucleus

Write the norm and the spin-orbit integral of the unnormalized wave as

$$I(E)=\int_0^S r^2f^2\,dr,\qquad X(E)=\int_0^S\xi(r)\,r^2f^2\,dr .$$

Since $u^2=r^2f^2/I$, equation (1) is $\xi(E)=X(E)/I(E)$. The growth across the band then factorizes without approximation:

$$\frac{\xi_{\rm top}}{\xi_{\rm bottom}}=\frac{X_{\rm top}}{X_{\rm bottom}}\;\frac{I_{\rm bottom}}{I_{\rm top}} . \tag{7}$$

The first factor is the direct effect of energy on the inner wave. The second is the rise of the squared inner amplitude caused by normalization.

The first factor should be near one. Close to the nucleus, but where $K\simeq1/2$ already holds, take $f\simeq ar^2$. Then $Q\simeq a^2r^7/7$, and (5) gives $(\dot f/f)'\simeq-2r/7$. Because the start is fixed,

$$\frac{\dot f}{f}\simeq-\frac{r^2}{7}.$$

An energy change $\Delta E$ thus alters the inner wave by a small fraction of order $-r^2\Delta E/7$. Inside the first radial node this gives the sign and the order of magnitude only: the attraction of the nucleus makes $f$ grow more slowly than $r^2$, which raises $Q/(r^2f^2)$ and so enlarges the fraction. Just beyond a node the sign of $\dot f/f$ reverses, but about 95 % of $X$ in Pd and Pt comes from inside the first node. The complete $X$, computed below, tests the idea for the whole wave.

## Palladium and platinum

Both metals are given $S=1.5$ Å, a round value of roughly the right size, and a valence configuration $d^9s^1$. During self-consistency the s waves have $D=0$ and the others $D=-l-1$. The resulting potential is then held fixed while the d boundary condition is varied.

For Pd, $\xi$ rises from 0.129 eV at the bottom through 0.190 eV at the centre to 0.237 eV at the top. For Pt the values are 0.346, 0.540 and 0.723 eV. Meanwhile the mean radius falls from 0.890 to 0.660 Å in Pd and from 0.968 to 0.726 Å in Pt.

Equation (7) separates the causes:

$$\text{Pd: }0.9951\times1.8472=1.838,\qquad \text{Pt: }0.9982\times2.0917=2.088 .$$

At equal inner amplitude the top has a slightly smaller spin-orbit integral than the bottom, by 0.5 % in Pd and 0.2 % in Pt. The direct energy effect thus has the wrong sign to explain the growth. Normalization supplies it.

The digits shown belong to the model, not to the metals. At the sphere radii of the crystals, 1.52 Å for Pd and 1.533 Å for Pt, the growth factors become 1.80 and 2.02. With $S=1.5$ Å and the configuration $d^{10}s^0$, Pd gives 1.99.

The regions involved are well separated. In Pd, 99 % of the bottom-edge $\xi$ comes from $r<0.35S$. The charge beyond $0.75S$ falls from 30.0 % at the bottom to 4.1 % at the top. Between $0.35S$ and the surface, the top-edge density is the larger one out to about 0.92 Å and the smaller one beyond.

Pt grows by a larger factor than Pd, although the relative change of its $\xi$ per unit energy is smaller. At the centre, $d\ln\xi/dE$ is 0.097 per eV in Pd and 0.087 per eV in Pt. The edge separation, however, is $3.507+2.711=6.218$ eV in Pd and $4.604+3.923=8.527$ eV in Pt. The wider energy window outweighs the smaller rate.

With nearly full d bands, the holes in both metals lie near the top. The top-edge parameter exceeds the central one by 25 % in Pd and 34 % in Pt, and 0.5 eV below the edge the excess is still 21 % and 30 %, so a single central value underestimates the coupling of pure d states there. In a real band, s and p admixture reduces the d weight, and the d contribution to the coupling falls with it. The total need not fall, because p waves bring their own coupling: in the same potentials a p wave at the energy of the d top has $\xi\approx0.55$ eV in Pd and 1.9 eV in Pt.

Diagonalization with the coupling included provides a check on $\xi$ as a level splitting. Two fifths of the $j$ splitting is 0.354 eV at the Pt bottom and 0.733 eV at the top. These exceed the first-order values by 2.3 % and 1.4 %; the excess is the effect of higher orders in the coupling.

## Rhenium, step by step

Rhenium has fewer d electrons, so its Fermi level lies deeper in the d band and the middle of the range matters more than in Pd or Pt. With the same radius and a configuration $d^6s^1$, the edges lie 6.425 eV below and 5.817 eV above the centre, a separation of 12.242 eV. The growth is

$$\frac{\xi_{\rm top}}{\xi_{\rm bottom}}=\frac{0.5526}{0.2058}=2.685,$$

and (7) gives $0.9971\times2.6925=2.685$. With the configuration $d^5s^2$ the growth is 2.55 instead.

The amplitude factor can be resolved further. Let $q$ be the charge fraction beyond $r_c=0.75S$. Then $1-q=Q(r_c)/I$, or $I=Q(r_c)/(1-q)$, and

$$\frac{I_{\rm bottom}}{I_{\rm top}}=\frac{1-q_{\rm top}}{1-q_{\rm bottom}}\;\frac{Q_{\rm bottom}(r_c)}{Q_{\rm top}(r_c)} .$$

With $q_{\rm bottom}=0.4638$ and $q_{\rm top}=0.0810$, the first factor is $0.9190/0.5362=1.714$. The second must then be $2.6925/1.714=1.571$. Emptying the outer shell accounts for the first factor. The second shows that the wave also contracts inside $0.75S$, so contraction is more than the loss of a surface tail.

The simplest description of the energy dependence is a linear law for $\xi$ itself, built from its local slope at the centre. For Re this slope is 0.0827 per eV relative to the central value of 0.3653 eV. Linear extrapolation gives

$$\xi_{\rm top}\simeq0.3653\,(1+0.0827\times5.817)=0.541\ {\rm eV},$$

$$\xi_{\rm bottom}\simeq0.3653\,(1-0.0827\times6.425)=0.171\ {\rm eV}.$$

Relative to the directly computed values, these are 2 % and 17 % too low. A linear law is adequate toward the top but poor at the bottom of this wide band.

## The limit of separated atoms

Equation (6), inverted, reads $dE/dD=-K(S)u^2(S)/S$. If the atoms are moved apart, a bound d wave decays before reaching the surface and $u^2(S)$ becomes small. Changing the boundary condition then hardly moves the level or reshapes the wave. The edges merge and the ratio of their spin-orbit parameters tends to one.

Expanding the Pd sphere to 2.0 Å, with a new self-consistent potential, shows the approach to this limit. The edge separation drops from 6.218 to 1.289 eV, and the growth factor falls from 1.838 to 1.272.

The growth is therefore a property of d waves that reach their neighbours, in the energy window between the two edges. The sign of the norm change was computed for these potentials, and nothing here establishes it for other angular momenta or for energies above the band. The numerical output below gives the intermediate boundary conditions as well.

## Values computed for the example and the checks

```
Pd: Z=46, S=1.50 angstrom, valence d9 s1
  D=    0: E-E(D=-3)= -3.507 eV, xi=0.1292 eV, <r>=0.8903 angstrom
  D=   -1: E-E(D=-3)= -1.705 eV, xi=0.1591 eV, <r>=0.8169 angstrom
  D=   -3: E-E(D=-3)=  0.000 eV, xi=0.1899 eV, <r>=0.7483 angstrom
  D=  -10: E-E(D=-3)=  1.593 eV, xi=0.2187 eV, <r>=0.6919 angstrom
  D= -inf: E-E(D=-3)=  2.711 eV, xi=0.2374 eV, <r>=0.6604 angstrom
  xi top/bottom = 1.8381
  inner amplitude squared, top/bottom = 1.8472
  xi integral at equal inner amplitude, top/bottom = 0.9951
  share of bottom xi from r < 0.35 S = 98.97 %
  charge beyond 0.75 S: bottom 29.98 %, top 4.07 %
  density crossing radius = 0.915 angstrom
  centre: dD/dE integrated -1.8607, formula -1.8605 per eV
  centre: dln(xi)/dE = 0.09671, -dln(norm)/dE = 0.09749 per eV
  (2/5) j splitting: bottom 0.1301 eV, top 0.2385 eV
Pt: Z=78, S=1.50 angstrom, valence d9 s1
  D=    0: E-E(D=-3)= -4.604 eV, xi=0.3463 eV, <r>=0.9684 angstrom
  D=   -1: E-E(D=-3)= -2.314 eV, xi=0.4362 eV, <r>=0.9001 angstrom
  D=   -3: E-E(D=-3)=  0.000 eV, xi=0.5404 eV, <r>=0.8288 angstrom
  D=  -10: E-E(D=-3)=  2.281 eV, xi=0.6486 eV, <r>=0.7641 angstrom
  D= -inf: E-E(D=-3)=  3.923 eV, xi=0.7231 eV, <r>=0.7263 angstrom
  xi top/bottom = 2.0879
  inner amplitude squared, top/bottom = 2.0917
  xi integral at equal inner amplitude, top/bottom = 0.9982
  share of bottom xi from r < 0.35 S = 99.59 %
  charge beyond 0.75 S: bottom 36.59 %, top 5.86 %
  density crossing radius = 0.971 angstrom
  centre: dD/dE integrated -1.3298, formula -1.3297 per eV
  centre: dln(xi)/dE = 0.08697, -dln(norm)/dE = 0.08718 per eV
  (2/5) j splitting: bottom 0.3542 eV, top 0.7333 eV
Re: Z=75, S=1.50 angstrom, valence d6 s1
  D=    0: E-E(D=-3)= -6.425 eV, xi=0.2058 eV, <r>=1.0506 angstrom
  D=   -1: E-E(D=-3)= -3.325 eV, xi=0.2737 eV, <r>=0.9835 angstrom
  D=   -3: E-E(D=-3)=  0.000 eV, xi=0.3653 eV, <r>=0.9032 angstrom
  D=  -10: E-E(D=-3)=  3.394 eV, xi=0.4737 eV, <r>=0.8219 angstrom
  D= -inf: E-E(D=-3)=  5.817 eV, xi=0.5526 eV, <r>=0.7730 angstrom
  xi top/bottom = 2.6848
  inner amplitude squared, top/bottom = 2.6925
  xi integral at equal inner amplitude, top/bottom = 0.9971
  share of bottom xi from r < 0.35 S = 99.50 %
  charge beyond 0.75 S: bottom 46.38 %, top 8.10 %
  density crossing radius = 1.016 angstrom
  centre: dD/dE integrated -0.9037, formula -0.9037 per eV
  centre: dln(xi)/dE = 0.08268, -dln(norm)/dE = 0.08291 per eV
  (2/5) j splitting: bottom 0.2094 eV, top 0.5591 eV
Pd expanded to S=2.00 angstrom: xi top/bottom = 1.2716
  its edge separation = 1.289 eV
```
